\section*{The Sheath Voltage at a Floating Wall in a Plasma}

\section{A case with numbers}

Take a plasma of singly charged ions of mass 40 u, with electrons at a temperature of 3 eV. Put an insulating wall in it and suppose, for a moment, that the wall has the same potential as the plasma just in front of it. Electrons are light and fast, so they strike the wall about 108 times as often as the ions do. The wall charges negatively and begins to repel them.

In a Maxwellian distribution, each 3 V of repulsion reduces the arriving electron flux by a factor $e$. The ion flux does not change, because the ions are attracted and all of those that enter the layer reach the wall. Charging stops when the electron flux has fallen by the factor 108, which takes $\ln 108\simeq4.68$ steps of 3 V, or about 14 V.

The factor 108 has to be derived. The electron part follows from a Maxwellian average. The ion part needs the speed at which ions enter the charged layer, and this is fixed by the plasma itself.

\section{Assumptions and conventions}

The charged layer at the wall is the sheath. Its outer boundary, the sheath edge, has density $n_s$ for both ions and electrons. Let $x$ increase towards the wall. The electron mass is $m$, the ion mass $M$, and $T_e$ is the electron temperature as an energy. With $\phi$ the potential, define
\begin{equation}
\eta=\frac{e(\phi_{\rm edge}-\phi)}{T_e},\qquad
u_B=\sqrt{\frac{T_e}{M}},\qquad
\lambda_D=\sqrt{\frac{\epsilon_0T_e}{e^2n_s}} .
\end{equation}
Thus $\eta$ is positive in the sheath. The wanted voltage $V$ is the drop from the sheath edge to the wall; the smaller drop between the plasma centre and the sheath edge is not part of it.

The basic model has cold positive ions, Maxwellian electrons, no negative ions and no magnetic field. The sheath is thin compared with the plasma and with the ion mean free path, and no ionization occurs in it. The wall emits no electrons. An insulating wall cannot carry steady current away, so the electron and ion fluxes must balance at each point of it. An isolated conductor needs only zero total current; on a uniform plasma the two conditions agree.

\section{Electrons that reach the wall}

An electron reaches the wall if its normal motion can pay for the climb, $mv_x^2/2>eV$. Let $v_c=\sqrt{2eV/m}$. The flux is
\begin{align}
\Gamma_e&=n_s\sqrt{\frac{m}{2\pi T_e}}\int_{v_c}^{\infty}v_x\,e^{-mv_x^2/2T_e}\,dv_x\\
&=n_s\sqrt{\frac{m}{2\pi T_e}}\;\frac{T_e}{m}\,e^{-mv_c^2/2T_e}
=n_s\sqrt{\frac{T_e}{2\pi m}}\;e^{-eV/T_e}.
\label{electron}
\end{align}
The integral is elementary because $v_x e^{-mv_x^2/2T_e}$ is the derivative of $-(T_e/m)e^{-mv_x^2/2T_e}$.

Through most of the sheath nearly all electrons are turned back, so their density is close to the equilibrium form $n_e=n_se^{-\eta}$. At the wall itself none return and the density is half of this, but electrons are then so few beside the ions that the space charge hardly changes. The approximation requires $eV$ to be several times $T_e$, which holds when $M\gg m$. For $M=m$ the final formula would give a negative voltage, a sign that the model does not apply there.

\section{Ions: the least speed that permits a sheath}

Let the ions enter with speed $Ku_B$. Energy conservation gives their speed at drop $\eta$ as $u_B\sqrt{K^2+2\eta}$. Their flux is constant, so
\begin{equation}
\frac{n_i}{n_s}=\frac{K}{\sqrt{K^2+2\eta}}=\left(1+\frac{2\eta}{K^2}\right)^{-1/2}.
\end{equation}
Poisson's equation is $\phi''=-(e/\epsilon_0)(n_i-n_e)$. Since $\eta$ carries the opposite sign to $\phi$, measuring length in $\lambda_D$ gives
\begin{equation}
\eta''=\left(1+\frac{2\eta}{K^2}\right)^{-1/2}-e^{-\eta}.
\end{equation}
Multiply by $\eta'$ and integrate from the edge, where a thin sheath has $\eta=0$ and negligible field:
\begin{equation}
\frac{(\eta')^2}{2}=K^2\left[\sqrt{1+\frac{2\eta}{K^2}}-1\right]+e^{-\eta}-1 .
\label{first}
\end{equation}
The left side cannot be negative. For small $\eta$ the bracketed term contributes $\eta-\eta^2/(2K^2)$ and the electron terms contribute $-\eta+\eta^2/2$. Hence
\begin{equation}
\frac{(\eta')^2}{2}\simeq\frac12\left(1-\frac1{K^2}\right)\eta^2 ,
\end{equation}
and a monotonic sheath requires $K\ge1$. This is the Bohm criterion.

At $K=1$ the quadratic term vanishes and the next term is $\eta^3/2-\eta^3/6=\eta^3/3>0$. The whole sheath is then permitted: $e^{2\eta}>1+2\eta$ implies $(1+2\eta)^{-1/2}>e^{-\eta}$, so the space charge is positive everywhere. A larger $K$ only raises the ion density at given $\eta$.

Physically, ions thin out as they accelerate, and slow ions thin out fastest. Below the Bohm speed their density drops faster than the electron density, and the layer would start with the wrong sign of charge.

\section{Why the ions enter at the Bohm speed}

The criterion is an inequality. The equality comes from the quasineutral plasma that feeds the sheath. In this section let $u$ be the ion speed in units of $u_B$, and $n$ the common density in units of its central value $n_0$, with $\eta$ now measured from the centre. Ions are created at rest at a rate $S>0$ and do not collide. Flux and momentum obey
\begin{equation}
(nu)'=S,\qquad (nu^2)'=n\eta' .
\end{equation}
New ions at rest bring no momentum, so $S$ is absent from the second equation. With $n=e^{-\eta}$ we have $n\eta'=-n'$, and therefore
\begin{equation}
(nu^2+n)'=0\quad\Longrightarrow\quad n(1+u^2)=1 .
\end{equation}
The constant is 1 because $u=0$ and $n=1$ at the centre. The flux is then
\begin{equation}
nu=\frac{u}{1+u^2},\qquad
\frac{d(nu)}{du}=\frac{1-u^2}{(1+u^2)^2}.
\end{equation}
Ionization makes the flux grow towards the wall, but this expression has its maximum at $u=1$. There $u'=S(1+u^2)^2/(1-u^2)$ diverges, and the quasineutral solution ends. In this model the plasma therefore delivers ions at $u=1$, just the least speed the sheath accepts.

The edge density in this model is $n_s=n_0/2$, and the drop from centre to edge is $(T_e/e)\ln2$. The model follows the mean ion momentum and neglects the spread of velocities caused by different birthplaces. For collisionless ions born at rest, a kinetic treatment that keeps this spread gives a mean entry speed of about $1.14\,u_B$, which lowers the voltage derived below by about 0.4 V at $T_e=3$ eV. Drag changes the density ratio: with a force $-u^2/\lambda$ per ion mass, $(n+nu^2)'=-nu^2/\lambda<0$, so $n_s<n_0/2$ at $u=1$. The ratio $n_s/n_0$ affects the flux but not $V$.

\section{The balance}

The ion flux is $n_su_B$. Equating it to (\ref{electron}),
\begin{align}
n_s\sqrt{\frac{T_e}{2\pi m}}\;e^{-eV/T_e}&=n_s\sqrt{\frac{T_e}{M}},\\
e^{eV/T_e}&=\sqrt{\frac{T_e}{2\pi m}}\sqrt{\frac{M}{T_e}}=\sqrt{\frac{M}{2\pi m}},
\end{align}
and the logarithm gives
\begin{equation}
V=\frac{T_e}{2e}\ln\frac{M}{2\pi m}.
\label{result}
\end{equation}
The density cancels because both fluxes are proportional to it. The temperature cancels inside the logarithm because both characteristic speeds scale as $\sqrt{T_e}$; it survives as the energy scale of the repulsion. The factor $1/2$ comes from the square root of the mass ratio. At fixed $T_e$, doubling the ion mass adds only $(T_e/2e)\ln2$.

For the opening case $M/m=72915.5$, so
\begin{equation}
\sqrt{\frac{72915.5}{2\pi}}=107.73,\qquad
V=(3\ {\rm V})\ln107.73=14.04\ {\rm V}.
\end{equation}
An ion that enters at the Bohm speed has kinetic energy $Mu_B^2/2=T_e/2=1.5$ eV. Without collisions in the sheath it strikes the wall with $14.04+1.50=15.54$ eV.

\section{A sheath of finite thickness}

The derivation joined two regions at a sharp edge. The joint can be tested by keeping space charge and ionization everywhere. Let $\nu$ be the ionization frequency per electron, and take lengths in the central Debye length, speeds in $u_B$ and densities in the central electron density. The equations are
\begin{align}
(n_iu)'&=\nu n_e,\qquad n_e=e^{-\eta},\qquad \eta''=n_i-n_e,\\
uu'&=\eta'-\nu\frac{n_e}{n_i}u-\frac{u^2}{\lambda}.
\end{align}
The second line follows from $(n_iu^2)'=n_i\eta'-n_iu^2/\lambda$ by subtracting $u(n_iu)'=\nu n_eu$ and dividing by $n_i$. Integration starts at the centre and stops where the ion flux equals the electron flux to a floating wall. Nothing forces a sheath edge at $u=1$.

Let subscript 1 mark the place where $u=1$, $\Delta$ the drop from there to the wall in units of $T_e/e$, and $\Gamma_w$ the ion flux at the wall. The stopping condition gives
\begin{equation}
n_{e1}\sqrt{\frac{M}{2\pi m}}\,e^{-\Delta}=\Gamma_w
\;\Longrightarrow\;
\Delta=\frac12\ln\frac{M}{2\pi m}-\ln\frac{\Gamma_w}{n_{e1}} .
\label{finite}
\end{equation}
The last term measures how far the wall flux exceeds the simple estimate, through ionization beyond point 1 and charge separation at it. For ions of 40 u without collisions, $\nu=0.02$, $0.004$ and $0.0008$ give voltages below (\ref{result}) by 0.132, 0.042 and 0.013 $T_e/e$. The corresponding $n_{e1}$ are 0.486, 0.496 and 0.499. As the Debye length shrinks relative to the plasma, both results approach the sharp-edge values.

\section{A deposition plasma}

Now give the opening case a central density of $10^{11}$ cm$^{-3}$, a gas pressure of 10 mTorr at 300 K, an ionization frequency of $4\times10^4$ s$^{-1}$ and an ion--neutral cross section of $10^{-14}$ cm$^2$. These are round model values. The equations with drag then give a plasma half-width of 2.43 cm.

The electron density where $u=1$ is $2.916\times10^{10}$ cm$^{-3}$, or 0.29 of the central value; drag has pushed it below one half. With $u_B=2.690$ km/s, the simple ion flux is
\begin{equation}
(2.916\times10^{10})(2.690\times10^5)\simeq7.84\times10^{15}\ {\rm cm^{-2}\,s^{-1}}.
\end{equation}
The full model gives $8.20\times10^{15}$ at the wall, 4.5\% more than the simple value. By (\ref{finite}) this excess lowers the voltage by $(3\ {\rm V})\ln1.045=0.13$ V.

The layer from $u=1$ to the wall is 0.52 mm thick, while the ion mean free path is 3.11 mm. Their ratio is 0.17, so roughly one ion in six collides there. The energy of 15.5 eV belongs to an ion that enters a sharp-edged sheath at the Bohm speed and crosses freely; with the drop of 13.9 V found here, such an ion arrives with about 15.4 eV. Collisions in the layer take energy from some ions, and at higher pressure, with the sheath thickness held fixed, from more of them. Ions born or scattered at different places also enter with different energies, a spread that the model of mean ion momentum leaves out. The half-width here is about eight mean free paths. In the limit of a presheath dominated by charge exchange with a constant mean free path, a kinetic treatment gives a mean entry speed of about $1.25\,u_B$, which lowers $V$ by about 0.7 V. This neglected shift is larger than the 0.13 V found above.

\section{What the basic model leaves out}

The following shifts are separate estimates for $T_e=3$ eV and ions of 40 u. They need not add.

\subsection*{Electrons lost to the wall}

Electrons above the barrier do not return, so the edge distribution lacks velocities below $-v_c$. With $w=v_x\sqrt{m/T_e}$, the remaining fraction of a full Maxwellian is
\begin{equation}
\int_{-\sqrt{2eV/T_e}}^\infty\frac{e^{-w^2/2}}{\sqrt{2\pi}}\,dw
=\frac12\left[1+\operatorname{erf}\sqrt{\frac{eV}{T_e}}\right].
\end{equation}
The edge density, and with it the ion flux, carries this factor. With the Bohm speed held fixed, the new balance raises $V$ by about 3 mV. The truncation also lowers the Bohm speed slightly, and with this included the rise is about 5 mV.

\subsection*{Warm ions}

Let the entry speeds, in units of $u_B$, fill the interval from $u-a$ to $u+a$ uniformly. An ion of entry speed $w$ contributes to the density in proportion to $w/\sqrt{w^2+2\eta}$, so
\begin{equation}
\frac{n_i}{n_s}=\frac{\sqrt{(u+a)^2+2\eta}-\sqrt{(u-a)^2+2\eta}}{2a}.
\end{equation}
Its slope at $\eta=0$ is
\begin{equation}
\frac1{2a}\left[\frac1{u+a}-\frac1{u-a}\right]=-\frac1{u^2-a^2}.
\end{equation}
The marginal sheath matches the electron slope $-1$, so $u^2=1+a^2$. The variance of the uniform distribution is $a^2/3=T_i/T_e$, hence $u^2=1+3T_i/T_e$. The larger ion flux lowers $V$ by $(T_e/2e)\ln(1+3T_i/T_e)$, which is 0.07 V for $T_i=0.05$ eV.

\subsection*{Secondary electrons}

If each arriving electron releases on average $d<1$ electrons that escape, the net electron flux carries a factor $1-d$. For $d$ well below 1, where the space charge of the emitted electrons can be neglected, the shift is $(T_e/e)\ln(1-d)$. For $d=0.2$ it is $-0.67$ V.

\subsection*{Radio-frequency ripple}

Let the sheath voltage be $V+V_1\cos\omega t$, with electrons following it instantly and the ion flux steady. The average electron flux gains the factor
\begin{equation}
\frac1{2\pi}\int_0^{2\pi}e^{-(eV_1/T_e)\cos\theta}\,d\theta=I_0\!\left(\frac{eV_1}{T_e}\right),
\end{equation}
where $I_0$ is the modified Bessel function. The moments of low voltage admit more extra electrons than the moments of high voltage exclude. The mean drop must rise by $(T_e/e)\ln I_0(eV_1/T_e)$, which is 1.80 V for $V_1=5$ V. The expression needs $V>V_1$, so that the sheath never collapses.

\subsection*{Electrons that are not Maxwellian}

Let $F(E)$ be an isotropic phase-space density that depends on kinetic energy. An electron at angle $\theta$ to the normal passes if $v\cos\theta>v_c$. Integrating over angle, then using $v\,dv=dE/m$,
\begin{align}
\Gamma_e&=2\pi\int_{v_c}^\infty v^3F\,dv\int_{v_c/v}^1\mu\,d\mu
=\pi\int_{v_c}^\infty(v^2-v_c^2)\,vF\,dv\\
&=\frac{2\pi}{m^2}\int_{eV}^\infty(E-eV)F(E)\,dE,\\
n_s&=4\pi\int_0^\infty v^2F\,dv=\frac{4\pi\sqrt2}{m^{3/2}}\int_0^\infty\sqrt E\,F(E)\,dE .
\end{align}
The entry speed changes too. After a potential-energy rise $U$, the electron density is proportional to $\int\sqrt E\,F(E+U)\,dE$. Differentiating at $U=0$ and integrating by parts gives a relative slope $-\frac12\int E^{-1/2}F\,dE\big/\int E^{1/2}F\,dE$. The cold-ion slope is $-1/(Mu^2)$, with $u$ now a dimensional speed. Equating them,
\begin{equation}
Mu^2=\frac{2\int_0^\infty E^{1/2}F\,dE}{\int_0^\infty E^{-1/2}F\,dE}.
\end{equation}
For $F\propto e^{-E/T_e}$ the integrals are $\sqrt\pi\,T_e^{3/2}/2$ and $\sqrt{\pi T_e}$, and $Mu^2=T_e$ returns. Solving $\Gamma_e=n_su$ numerically with this $F$ gives 14.04 V, as it should.

A Druyvesteyn distribution, $F\propto e^{-(E/b)^2}$, has far fewer fast electrons. With $b$ chosen to keep the mean energy at $3T_e/2$, the voltage is 9.69 V, lower by 4.35 V. This is the largest of the shifts found here. The wall samples the energetic tail, so the mean electron energy alone does not fix its potential.

\section{Beside a real reactor}

The parameters are in the rough range of a low-pressure, inductively coupled argon plasma step in plasma-enhanced deposition. Many deposition reactors work at higher pressure, where collisions in the sheath matter more. At fixed mean electron energy, a Druyvesteyn tail lowers the estimate of 14 V by about 4 V. A real discharge must also keep up its ionization, which needs fast electrons; with a depleted tail its mean electron energy has to be higher, and this offsets much of the drop or even reverses it. For simple threshold cross sections with onsets between about 11.5 and 15.8 eV, the same ionization needs a mean energy of about 6 to 7 eV instead of 4.5 eV, and the voltage then lies between about 12.5 and 15 V. A 5 V ripple raises the mean voltage by about 2 V. Oxygen plasmas may also contain negative ions, which alter the entry condition and are not treated here. A substrate driven by a radio-frequency bias can have a much larger sheath voltage than a floating one. The computed field in the gas at the wall is $6.7\times10^{-4}$ MV/cm, small beside the rough MV/cm scale of breakdown in good thin oxide films. The field inside a film is a separate question, since it depends on where the charge sits and on the substrate potential. The numerical output lists the remaining digits.

\section*{Numbers as computed}
\begin{verbatim}
INPUTS (round model values)
ion mass: 40.0 u
electron temperature: 3.00 eV
central electron density: 1.00e+11 cm^-3
gas pressure: 10.0 mTorr
gas temperature: 300 K
ion temperature: 0.050 eV
ion-neutral cross section: 1.0e-14 cm^2
ionization frequency: 4.0e+04 s^-1
effective secondary yield: 0.20
sheath ripple amplitude: 5.0 V
FLOATING SHEATH
ion/electron mass ratio: 72915.5
free electron/Bohm flux ratio: 107.73
dimensionless drop eV/Te: 4.6796
sheath voltage, formula: 14.039 V
sheath voltage, root: 14.039 V
ion entry energy: 1.500 eV
collisionless impact energy: 15.539 eV
Bohm speed: 2.690 km/s
COLLISIONLESS DISCHARGE TEST
ionization 0.0200: formula-model 0.1322 Te/e, edge/centre density 0.4857
ionization 0.0040: formula-model 0.0423 Te/e, edge/centre density 0.4955
ionization 0.0008: formula-model 0.0128 Te/e, edge/centre density 0.4987
EXAMPLE DISCHARGE WITH COLLISIONS
half-width of plasma: 2.43 cm
central Debye length: 0.0407 mm
ion mean free path: 3.107 mm
sheath thickness: 0.517 mm
thickness/mean free path: 0.166
sheath-edge electron density: 2.916e+10 cm^-3
ion flux, edge density x Bohm: 7.845e+15 cm^-2 s^-1
ion flux at wall, model: 8.198e+15 cm^-2 s^-1
electric field at wall: 6.740e-04 MV/cm
SEPARATE SHIFTS OF THE SHEATH VOLTAGE
collisions, ionization, finite sheath: -0.132 V
electrons lost to wall: +3.33 mV
ion temperature: -0.073 V
secondary emission: -0.669 V
radio-frequency ripple: +1.804 V
Druyvesteyn electrons: -4.351 V
sheath voltage with Druyvesteyn electrons: 9.688 V
\end{verbatim}
